\section*{Low-Field Hall Factor of a Nondegenerate Two-Dimensional Electron Gas}

\section{The number that converts a Hall coefficient into a density}

To extract the sheet density $n$ of a channel from a measured Hall coefficient $R_H$, one must decide which number $r$ to use in
\begin{equation}
 n=\frac{r}{e|R_H|}.
 \label{eq:use}
\end{equation}
In a single parabolic, isotropic band, the choice $r=1$ is right when all carriers that conduct have the same relaxation time. In a nondegenerate gas they have a spread of energies, and usually a spread of relaxation times. An error in $r$ then passes directly into the density, and inversely into the mobility deduced from the sheet resistance.

Consider electrons of charge $-e$ in one parabolic, isotropic two-dimensional band of mass $m$, with the magnetic field $B>0$ along $z$. The Hall coefficient is defined at zero transverse current, and $r$ is the Hall factor:
\begin{equation}
 R_H=\left.\frac{E_y}{j_xB}\right|_{j_y=0},\qquad r=-neR_H .
 \label{eq:def}
\end{equation}
The momentum relaxation time is
\begin{equation}
 \tau(E)=\tau_0x^s,\qquad x=\frac{E}{kT},
 \label{eq:tau}
\end{equation}
where $E$ is measured from the band edge. The result to be derived is
\begin{equation}
 r=\frac{\Gamma(2+2s)}{[\Gamma(2+s)]^2},\qquad B\to0,\quad s>-1 .
 \label{eq:main}
\end{equation}
The restriction on $s$ is part of the result, as shown below.

Scattering is taken as elastic, with a rate $w(\theta)$ per unit angle that depends on the deflection $\theta$ and satisfies $w(\theta)=w(-\theta)$. For a quantity proportional to $\cos\varphi$ on a circle of constant energy, scattering in minus scattering out is
\begin{equation}
 \int w(\theta)[\cos(\varphi+\theta)-\cos\varphi]\,d\theta
 =-\cos\varphi\int w(\theta)(1-\cos\theta)\,d\theta .
\end{equation}
The term in $\sin\varphi\sin\theta$ has vanished because $w$ is even. The last integral is $1/\tau(E)$, and $\sin\varphi$ relaxes at the same rate.

\section{First derivation: the Boltzmann equation}

Write the distribution as $f_0(E)+g$, with $g$ linear in the electric field $\mathbf E$. The force is $-e(\mathbf E+\mathbf v\times\mathbf B)$. Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v f_0'$, with $f_0'=\partial f_0/\partial E$, the magnetic force does not act on $f_0$. The steady linear equation is
\begin{equation}
 -e\mathbf E\cdot\mathbf v f_0'-\frac{e}{\hbar}(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}g=-\frac{g}{\tau}.
\end{equation}
Here $\mathbf v\times\mathbf B=B(v_y,-v_x)$, so the second term equals $(eB/\hbar)(v_x\partial_{k_y}-v_y\partial_{k_x})g$. With $\mathbf v=\hbar\mathbf k/m$ this operator is a rotation, $\omega_c\partial_\varphi g$, where $\omega_c=eB/m$. Hence
\begin{equation}
 \omega_c\frac{\partial g}{\partial\varphi}+\frac g\tau=e\mathbf E\cdot\mathbf v f_0'.
 \label{eq:bte}
\end{equation}

For a field along $x$ the right side is $eE_xvf_0'\cos\varphi$. Insert $g=a\cos\varphi+b\sin\varphi$ and equate the coefficients of the two harmonics:
\begin{align}
 \frac a\tau+\omega_cb&=eE_xvf_0',\\
 \frac b\tau-\omega_ca&=0 .
\end{align}
The second equation gives $b=\omega_c\tau a$, and the first then gives
\begin{equation}
 a=\frac{eE_xv\tau f_0'}{1+\omega_c^2\tau^2}.
\end{equation}

Let $D$ be the density of states, constant in energy for this band and including spin and equivalent valleys. The angular averages of $\cos^2\varphi$ and $\sin^2\varphi$ are $1/2$, so
\begin{equation}
 j_x=-eD\int_0^\infty\frac{va}{2}\,dE,\qquad
 j_y=-eD\int_0^\infty\frac{vb}{2}\,dE .
\end{equation}
With $v^2/2=E/m$ the conductivities are
\begin{align}
 \sigma_{xx}&=\frac{e^2D}{m}\int_0^\infty E(-f_0')\frac{\tau}{1+\omega_c^2\tau^2}\,dE,\\
 \sigma_{yx}&=\frac{e^2D}{m}\int_0^\infty E(-f_0')\frac{\omega_c\tau^2}{1+\omega_c^2\tau^2}\,dE .
 \label{eq:general}
\end{align}
So far $f_0$ may be any equilibrium distribution. For Maxwell--Boltzmann occupation $f_0=Ce^{-x}$, the density is $n=D\int f_0\,dE=DkTC$, and $-f_0'=f_0/kT=ne^{-x}/[D(kT)^2]$. Substituting $E=kTx$ and $dE=kT\,dx$ cancels $D$ and the powers of $kT$:
\begin{equation}
 \sigma_{xx}=\frac{ne^2}{m}\left\langle\frac{\tau}{1+\omega_c^2\tau^2}\right\rangle,\qquad
 \sigma_{yx}=\frac{ne^2}{m}\left\langle\frac{\omega_c\tau^2}{1+\omega_c^2\tau^2}\right\rangle,
 \label{eq:sigma}
\end{equation}
where
\begin{equation}
 \langle A\rangle=\int_0^\infty A(x)\,xe^{-x}\,dx,\qquad \langle1\rangle=\Gamma(2)=1 .
 \label{eq:avg}
\end{equation}
The factor $x$ comes from $v^2$: fast electrons count more in the current. The degeneracies have cancelled.

Isotropy gives $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{xy}=-\sigma_{yx}$. Setting $j_y=\sigma_{yx}E_x+\sigma_{xx}E_y=0$ yields $E_x=-(\sigma_{xx}/\sigma_{yx})E_y$. Therefore
\begin{equation}
 j_x=\sigma_{xx}E_x-\sigma_{yx}E_y
 =-\frac{\sigma_{xx}^2+\sigma_{yx}^2}{\sigma_{yx}}E_y,
\end{equation}
and the definition (\ref{eq:def}) becomes
\begin{equation}
 r(B)=\frac{ne}{B}\,\frac{\sigma_{yx}}{\sigma_{xx}^2+\sigma_{yx}^2}.
 \label{eq:rB}
\end{equation}
As $B\to0$, $\sigma_{xx}\to ne^2\langle\tau\rangle/m$ and $\sigma_{yx}\to ne^3B\langle\tau^2\rangle/m^2$, provided the averages exist. The prefactors cancel:
\begin{equation}
 r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.
 \label{eq:ratio}
\end{equation}
For the power law the required moments are
\begin{equation}
 \langle\tau^p\rangle=\tau_0^p\int_0^\infty x^{1+ps}e^{-x}\,dx=\tau_0^p a_p,
 \qquad a_p=\Gamma(2+ps).
\end{equation}
The integral converges at $x=0$ when $2+ps>0$. For $p=2$ this is $s>-1$, and (\ref{eq:main}) follows. The drift and Hall mobilities are
\begin{equation}
 \mu=\frac{e\tau_0}{m}\Gamma(2+s),\qquad \mu_H=|R_H|\sigma_{xx}=r\mu .
 \label{eq:mob}
\end{equation}

\section{Second derivation: memory of the velocity}

The same result follows from the motion of classical electrons among fixed scatterers, without solving for a distribution in momentum space. Let a weak field $\mathbf E$ be switched on at a time $-t_0$, long before the present compared with the velocity memory. By Liouville's theorem the phase-space density is constant along a trajectory. Its present value is therefore the equilibrium density at the energy the electron had before the field acted. That energy is lower than the present one by the work
\begin{equation}
 W=-e\int_0^{t_0}\mathbf E\cdot\mathbf v(-t)\,dt .
\end{equation}
Neither the magnetic field nor the fixed scatterers change the total energy. For a Boltzmann distribution the density is multiplied by $e^{W/kT}\simeq1+W/kT$. The current $-en\overline{v_iW}/kT$, with the bar an equilibrium average, gives
\begin{equation}
 \sigma_{ij}=\frac{ne^2}{kT}\int_0^\infty\overline{v_i(t)v_j(0)}\,dt .
 \label{eq:kubo}
\end{equation}
Here $t_0$ has been taken to infinity, and stationarity has been used to shift both times by $t$.

Now follow an electron of given energy. Between collisions $\dot v_x=-\omega_cv_y$ and $\dot v_y=\omega_cv_x$, so $V=v_x+iv_y$ obeys $\dot V=i\omega_cV$. A collision multiplies $V$ by $e^{i\theta}$. If successive collisions are independent, the mean of $V$ changes through them at the rate
\begin{equation}
 V\int w(\theta)(e^{i\theta}-1)\,d\theta=-\frac V\tau,
\end{equation}
because the odd part of $e^{i\theta}$ integrates to zero. The mean velocity at time $t$ is thus $V(0)e^{i\omega_ct-t/\tau}$. Averaging over the initial direction gives, at fixed energy,
\begin{align}
 \overline{v_x(t)v_x(0)}&=\frac{v^2}{2}e^{-t/\tau}\cos\omega_ct,\\
 \overline{v_y(t)v_x(0)}&=\frac{v^2}{2}e^{-t/\tau}\sin\omega_ct .
\end{align}
The time integrals are the real and imaginary parts of
\begin{equation}
 \int_0^\infty e^{-t/\tau+i\omega_ct}\,dt=\frac{\tau}{1-i\omega_c\tau}
 =\frac{\tau+i\omega_c\tau^2}{1+\omega_c^2\tau^2}.
\end{equation}
In equilibrium the constant density of states gives the energy probability $e^{-x}dx$, and $v^2/2=xkT/m$. The factor $kT$ cancels the one in (\ref{eq:kubo}), and the product $xe^{-x}$ is the weight in (\ref{eq:avg}). Equation (\ref{eq:sigma}) is recovered with the same signs, and (\ref{eq:main}) follows as before.

This route shows why the second moment appears. Define the normalised velocity memory at zero field by $C(t)=\langle e^{-t/\tau}\rangle$. To first order in $B$ the turning angle is $\omega_ct$, so the longitudinal response measures $\int C\,dt=\langle\tau\rangle$, while the transverse response measures $\omega_c\int tC\,dt=\omega_c\langle\tau^2\rangle$. Electrons that keep their direction longest have turned furthest, and they weigh more in the Hall current than in the longitudinal current.

\section{Values, field range and failure}

Since $\langle1\rangle=1$, the variance $\langle\tau^2\rangle-\langle\tau\rangle^2$ is nonnegative and $r\ge1$ in this model. Equality requires a single relaxation time, hence $s=0$. To see how $r$ grows, expand its logarithm, with $\psi$ the derivative of $\ln\Gamma$:
\begin{align}
 \ln r&=\ln\Gamma(2+2s)-2\ln\Gamma(2+s)\nonumber\\
 &=(2s-2s)\psi(2)+\frac{4s^2-2s^2}{2}\psi'(2)+O(s^3).
\end{align}
The linear terms cancel, and $\psi'(2)=\pi^2/6-1$ gives
\begin{equation}
 r\simeq1+\left(\frac{\pi^2}{6}-1\right)s^2,\qquad |s|\ll1 .
\end{equation}
A weak energy dependence of either sign thus has a second-order effect. For larger exponents,
\begin{equation}
 r(-\tfrac12)=\frac4\pi=1.273,\qquad
 r(\tfrac12)=\frac{32}{9\pi}=1.132,\qquad r(1)=\frac32 .
\end{equation}
A direct numerical solution of (\ref{eq:bte}) on an energy--angle grid for $s=1/2$, at $\omega_c\tau_0=0.001$ and followed by inversion of the conductivity tensor, gives 1.1318, in agreement with the formula.

Two limiting potentials illustrate where exponents come from. In the Born approximation, $w(\theta)\propto|U(q)|^2$ with $q=2k\sin(\theta/2)$. If $U$ is independent of $q$, as for a short-range defect, the rate does not depend on $k$ and $s=0$. For a bare charge in the plane, $U\propto1/q$, and
\begin{equation}
 \frac{1-\cos\theta}{q^2}=\frac{2\sin^2(\theta/2)}{4k^2\sin^2(\theta/2)}=\frac1{2k^2}.
\end{equation}
Then $1/\tau\propto1/E$ and $s=1$. Screening, strong scattering or a mixture of mechanisms can change these laws.

\subsection{How low the field must be}

Put $\beta=\omega_c\tau_0$. For $s>-1/2$ the moments up to $a_4$ exist, and expanding (\ref{eq:sigma}) in (\ref{eq:rB}) gives
\begin{align}
 r(B)&\simeq\frac{a_2-\beta^2a_4}{(a_1-\beta^2a_3)^2+\beta^2a_2^2}\nonumber\\
 &\simeq\frac{a_2}{a_1^2}
 \left[1-\beta^2\frac{a_4}{a_2}\right]
 \left[1+2\beta^2\frac{a_3}{a_1}-\beta^2\frac{a_2^2}{a_1^2}\right].
\end{align}
To order $\beta^2$ this is
\begin{equation}
 r(B)\simeq r(1-c\beta^2),\qquad
 c=\frac{a_4}{a_2}-\frac{2a_3}{a_1}+\frac{a_2^2}{a_1^2}.
 \label{eq:c}
\end{equation}
The coefficient is $c=0.26$ for $s=1/2$ but $c=5$ for $s=1$. The same value of $\omega_c\tau_0$ can therefore be safely low for one scattering law and less so for another.

In the opposite limit, $\omega_c\sigma_{yx}$ tends to $ne^2/m$, because $\omega_c^2\tau^2/(1+\omega_c^2\tau^2)\to1$. Meanwhile $\omega_c\sigma_{xx}$ tends to zero, because its integrand $\omega_c\tau/(1+\omega_c^2\tau^2)$ is at most $1/2$ and vanishes at each $x>0$. Equation (\ref{eq:rB}) then gives $r\to1$. This is the classical high-field limit; Landau quantisation is outside the model.

\subsection{When there is no low-field value}

For $-2<s<-1$ the zero-field mobility is finite, but $\langle\tau^2\rangle$ diverges at the band edge. A finite field cuts the divergence off where $\omega_c\tau\sim1$. Near the edge $e^{-x}\simeq1$, and the substitution $x=\beta^{1/|s|}y$ gives
\begin{equation}
 \int_0\frac{x^{1+2s}}{1+\beta^2x^{2s}}\,dx
 \simeq\beta^p\int_0^\infty\frac{y^{1+2s}}{1+y^{2s}}\,dy,
 \qquad p=\frac{2+2s}{|s|}<0 .
\end{equation}
The $y$ integral converges at both ends in this range of $s$. The denominator of (\ref{eq:rB}) stays finite, because $\sigma_{yx}\propto\beta^{1+p}$ and $1+p=(2-|s|)/|s|>0$. Hence $r\propto B^p$, which grows without limit as $B\to0$. For $s=-1.25$ the predicted power is $-0.4$, and direct integration of (\ref{eq:sigma}) between $\beta=10^{-10}$ and $10^{-9}$ gives $-0.400$. In a real sample such a strong rise of $\tau$ towards zero energy must be interrupted by other scattering or by level broadening, so the divergence marks a failure of the power law.

\section{Worked example: a lightly filled InSe channel}

Take a 5-nm InSe channel at 300 K. Its conduction minimum is single and nearly isotropic in the plane of the layers, which suits the model. Rough values are $m=0.14m_0$ and $\mu=600\ \mathrm{cm^2/Vs}$. The exponent $s=1/2$ is a model input, not a property asserted of InSe. Let $n=1.00\times10^{11}\ \mathrm{cm^{-2}}$, $B=0.50$ T and $I=100$ nA.

The mobility fixes the mean time $\langle\tau\rangle=m\mu/e=47.76$ fs. Since $\Gamma(5/2)=3\sqrt\pi/4=1.329$,
\begin{equation}
 \tau_0=\frac{47.76\ \mathrm{fs}}{1.329}=35.9\ \mathrm{fs}.
\end{equation}
With $n=10^{15}\ \mathrm{m^{-2}}$, the Hall coefficient and Hall voltage are
\begin{align}
 R_H&=-\frac{1.1318}{ne}=-7.06\times10^3\ \mathrm{m^2/C},\\
 V_H&=R_HIB=-0.353\ \mathrm{mV}.
\end{align}
An analysis that sets $r=1$ would report
\begin{align}
 n_H&=\frac{n}{r}=\frac{1.00\times10^{11}}{1.1318}=8.84\times10^{10}\ \mathrm{cm^{-2}},\\
 \mu_H&=r\mu=1.132\times600=679\ \mathrm{cm^2/Vs}.
\end{align}
Relative to the model's true values, the density is 12\% too low and the mobility 13\% too high. Their product is unchanged, so the sheet resistance of 104 k$\Omega$ per square cannot reveal the error.

\subsection{What the idealisations cost}

The following changes are relative to $r=1.132$, with one effect altered at a time.

\begin{itemize}
\item Changing $s$ to 0.25 or 0.75 gives 1.036 or 1.285, a change of $-8.5\%$ or $+13.5\%$.
\item Adding a second scattering channel, with energy-independent $\tau$ and a mobility of 1000 $\mathrm{cm^2/Vs}$ if it acted alone, gives 1.056, a change of $-7\%$. The first scattering channel is held fixed, so the total mobility falls to 363.5 $\mathrm{cm^2/Vs}$.
\item Nonparabolicity, with $E(1+E/E_g)=\hbar^2k^2/2m$, a rough gap $E_g=1.4$ eV and the same $\tau(E)$, gives 1.098, a change of $-3\%$. If the scattering rate also follows the nonparabolic density of states, so that $\tau$ is divided by $1+2E/E_g$, the value is 1.072, a change of $-5\%$.
\item Fermi statistics at the stated density give 1.129, a change of $-0.3\%$.
\item The field gives $\omega_c\tau_0=0.0226$. By (\ref{eq:c}) the relative reduction is $0.2635\times0.0226^2=1.3\times10^{-4}$.
\end{itemize}

The scattering law therefore limits the estimate far more than the field or the statistics. A hard-wall estimate with an out-of-plane mass of $0.08m_0$ puts the next subband 0.56 eV higher if the band is parabolic. The nonparabolic law above, applied to the confinement energies, lowers this to about 0.37 eV, and a wider effective well would lower it further. These spacings are many times $kT=25.9$ meV, so the thermal occupation of the next subband is negligible here.

Two further numbers concern the basis of the calculation. The broadening $\hbar/\langle\tau\rangle=13.8$ meV is $0.53kT$, so a semiclassical electron of sharp energy is a marginal description; the resulting shift of $r$ has not been calculated. For a bare charge in a medium of relative permittivity 8, the potential at distance $b$, acting along a path of length $\pi b$, gives the phase
\begin{equation}
 \frac{1}{\hbar}\,\frac{e^2}{4\pi\epsilon b}\,\frac{\pi b}{v}=\frac{e^2}{4\epsilon\hbar v}=3.4
\end{equation}
at $E=kT$, with $\epsilon$ the permittivity of the medium. This is not small, so the Born exponent $s=1$ cannot be assigned to charged impurities in this channel merely because they dominate. The phase equals $\pi\gamma$ with $\gamma=e^2/4\pi\epsilon\hbar v$, and the exact transport rate for a bare charge in a plane is proportional to $\gamma\tanh\pi\gamma$. This gives $s=1$ for small $\pi\gamma$ but $s=1/2$ for large $\pi\gamma$; with the values here the local exponent at $E=kT$ is 0.51 and $r=1.16$. A charge in a strict plane is itself only a rough picture of this film, since the thermal wavevector times the thickness is 1.5.

\subsection{Beside a real device}

A mobility of several hundred $\mathrm{cm^2/Vs}$ is a plausible rough value for a good few-layer InSe channel at room temperature. The chosen density is low for a transistor: a channel in its on state typically holds $10^{12}$ to $10^{13}\ \mathrm{cm^{-2}}$. The effective band density $mkT/\pi\hbar^2$ is $1.5\times10^{12}\ \mathrm{cm^{-2}}$ here, so Maxwell--Boltzmann statistics fail over most of that range. Real channels also break the assumption of one scattering law, since phonons and defects act together; the energy-independent channel added above lowers $r$ by 7\%, whereas an added channel with $s=1$ would raise it, towards $3/2$ if that channel dominated. Optical phonons exchange energy with the electrons and need a fuller collision calculation. The value 1.13 is thus a model estimate for a lightly filled channel, not a correction to apply at every gate voltage.

\section{What each derivation assumes}

Both derivations use linear response in $\mathbf E$, elastic scattering, a uniform sample and a parabolic band. They differ in what can be relaxed.

The Boltzmann derivation keeps the statistics general up to (\ref{eq:general}). In a strongly degenerate gas $-f_0'$ becomes a narrow peak at the Fermi energy, all conducting electrons share one $\tau$, and the low-field $r\to1$ for any $s>-1$. The derivation assumes from the outset, however, that collisions are independent events described by a rate.

The velocity-memory derivation uses classical particles and Boltzmann statistics from the outset, but (\ref{eq:kubo}) does not require independent collisions. It still holds if an electron returns to the same fixed scatterer and its velocity memory is not exponential. Independence enters afterwards, when the memory at each energy is set equal to $e^{-t/\tau}$. Moving scatterers, such as phonons, can change the electron's energy and invalidate the simple work argument.

The Boltzmann route also extends readily to an elliptical band with masses $m_x,m_y$, if $\tau$ still depends on energy alone and each velocity component relaxes at the rate $1/\tau$. With $\hbar k_x=\sqrt{2m_xE}\cos\alpha$ and $\hbar k_y=\sqrt{2m_yE}\sin\alpha$, the magnetic term is again a rotation, $\omega_c\partial_\alpha$, now with $\omega_c=eB/\sqrt{m_xm_y}$. The velocity amplitudes are $\sqrt{2E/m_x}$ and $\sqrt{2E/m_y}$, so at low field
\begin{equation}
 \sigma_{xx}\sigma_{yy}=\frac{n^2e^4\langle\tau\rangle^2}{m_xm_y},\qquad
 \sigma_{yx}=\frac{ne^3B\langle\tau^2\rangle}{m_xm_y}.
\end{equation}
The masses cancel in $r=ne\sigma_{yx}/(B\sigma_{xx}\sigma_{yy})$, leaving (\ref{eq:ratio}). Mass anisotropy alone does not change the low-field Hall factor under these conditions; a relaxation time that depends on direction may do so. The numerical output below lists the values used in the example.

\section*{Computed values}
\begin{verbatim}
GENERAL RESULTS
Hall factor at s = -0.50: 1.2732
Hall factor at s =  0.00: 1.0000
Hall factor at s =  0.25: 1.0356
Hall factor at s =  0.50: 1.1318
Hall factor at s =  0.75: 1.2847
Hall factor at s =  1.00: 1.5000
Boltzmann solver, s = 0.5: 1.1318
Field coefficient c, s = 0.5: 0.2635
Field coefficient c, s = 1: 5.0000
Divergent case s = -1.25: power of B, solved -0.400
Divergent case: power of B, formula -0.400
Born exponent, short-range: 0.000
Born exponent, bare charge: 1.000
EXAMPLE INPUTS (rough; s chosen)
Temperature: 300 K
In-plane mass: 0.14 m0
Exponent s: 0.50
Sheet density: 1.00e+11 cm^-2
Drift mobility: 600 cm2/Vs
Magnetic field: 0.50 T
Current: 100 nA
Gap: 1.4 eV
Relative permittivity: 8
Thickness: 5.0 nm
Out-of-plane mass: 0.08 m0
Mobility of added s = 0 channel: 1000 cm2/Vs
EXAMPLE RESULTS
Thermal energy kT: 25.85 meV
Mean relaxation time: 47.76 fs
tau0: 35.93 fs
Hall factor: 1.1318
Hall coefficient: -7063.9 m^2/C
Hall voltage: -0.3532 mV
Sheet resistance: 104.03 kohm per square
Density read with r = 1: 8.836e+10 cm^-2
Hall mobility: 679.1 cm2/Vs
NEGLECTED EFFECTS
Effective band density: 1.512e+12 cm^-2
Density / band density: 0.0661
Hall factor with degeneracy: 1.1286
Hall factor with nonparabolicity: 1.0982
omega_c tau0: 0.0226
Hall factor at the stated field: 1.13162
Hall factor with added channel: 1.0562
Drift mobility with added channel: 363.5 cm2/Vs
Hard-wall subband spacing: 0.564 eV
Second-subband Boltzmann factor: 3.3e-10
hbar/<tau>: 13.78 meV
hbar/(<tau> kT): 0.533
Born parameter (should be << 1): 3.37
\end{verbatim}
